\section*{How a direction penalty on a PAW sphere moment converges}

\section{An energy that depends on the penalty}

To find the energy of a magnet with its atomic moments held in chosen directions, one can add a penalty that grows when a moment leaves its direction. The result then depends on a parameter $\lambda$ that has no physical meaning. In the two-site model treated below, $\lambda=1\ \mathrm{eV}/\mu_B^2$ leaves each moment $1.9^\circ$ from its target and gives a total energy $1.8$ meV below that of the exactly constrained state. Subtracting the penalty energy, which looks like the natural repair, doubles the error to $3.6$ meV. The law by which these errors fall tells which $\lambda$ suffices, which energy to report, and whether the field that holds the moments grows without limit as $\lambda$ is raised.

Let $\mathbf M_I$ be the spin moment integrated over a sphere around atom $I$, and $\mathbf e_I$ a unit vector along the target. The part of the moment normal to the target and the penalized energy are
\begin{equation}
\mathbf M_{I\perp}=\mathbf M_I-\mathbf e_I(\mathbf e_I\cdot\mathbf M_I),\qquad
E_\lambda=\min\,(E_0+E_p),\qquad E_p=\lambda\sum_I|\mathbf M_{I\perp}|^2 .
\end{equation}
Here $E_0$ is the energy functional without the penalty, including any Hubbard term, and the minimum is over electronic states at fixed nuclei. The moment is counted positive along the majority spin.

\section{The estimate}

Take one atom with a moment of length $M_0$, and let the rest of the system exert a torque of magnitude $\tau$ that turns it away from its target. For a small deviation $\delta$ the normal moment is $M_0\delta$, so the energy changes by
\begin{equation}
\Delta E(\delta)\approx-\tau\delta+\lambda M_0^2\delta^2 .
\end{equation}
Setting the derivative $-\tau+2\lambda M_0^2\delta$ to zero gives
\begin{equation}
\delta\approx\frac{\tau}{2\lambda M_0^2},\qquad
E_p\approx\lambda M_0^2\delta^2=\frac{\tau^2}{4\lambda M_0^2},\qquad
2\lambda M_0\delta\approx\frac{\tau}{M_0}.
\label{eq:estimate}
\end{equation}
This is a spring under a fixed load. A stiffer spring stretches less and stores less energy, but its force must still balance the load. The last expression in \eqref{eq:estimate} is that force, written as a field acting on the moment. The estimate ignores changes of the torque and of the moment's length with $\delta$, which the derivation must control.

\section{The penalty as a field in PAW}

Let $\tilde\psi_{n\alpha}$ be the spin components of the pseudo-orbitals with occupations $f_n$, $p_i$ the projectors and $\phi_i$ the all-electron partial waves of an atom. With a weight function $F_I$ that vanishes outside the augmentation sphere, and a one-centre expansion that is complete inside it,
\begin{align}
\mathbf M_I&=\mu_B\sum_{ij}Q_{ij}\sum_{\alpha\beta}\rho_{ij}^{\alpha\beta}\boldsymbol\sigma_{\alpha\beta},
\qquad Q_{ij}=\int F_I\,\phi_i^*\phi_j\,d^3r,\\
\rho_{ij}^{\alpha\beta}&=\sum_n f_n\langle\tilde\psi_{n\alpha}|p_i\rangle\langle p_j|\tilde\psi_{n\beta}\rangle .
\end{align}
The moment is therefore linear in the one-centre density matrix.

Write $\mathbf M_{I\perp}=\Pi_I\mathbf M_I$, where $\Pi_I$ is the symmetric projection normal to $\mathbf e_I$. Then $\delta|\mathbf M_{I\perp}|^2=2\mathbf M_{I\perp}\cdot\Pi_I\delta\mathbf M_I$. Moving $\Pi_I$ to the left factor, where it changes nothing, gives
\begin{equation}
\delta E_p=2\lambda\sum_I\mathbf M_{I\perp}\cdot\delta\mathbf M_I
=-\sum_I\mathbf B_I\cdot\delta\mathbf M_I,\qquad
\mathbf B_I=-2\lambda\mathbf M_{I\perp}.
\label{eq:field}
\end{equation}
Inserting the expression for $\mathbf M_I$ shows that the one-centre Hamiltonian acquires the term
\begin{equation}
\Delta D_{ij}^{\alpha\beta}=2\lambda\mu_B Q_{ij}\,\mathbf M_{I\perp}\cdot\boldsymbol\sigma_{\alpha\beta}.
\end{equation}
The field $\mathbf B_I$ points against the deviation. It couples to the spin inside the sphere and not to orbital motion, so it is not a laboratory magnetic field.

\section{The controlled limit}

Collect the components of all $\mathbf M_{I\perp}$, two per atom, in one vector $x$. Minimize in two stages: first over states with given $x$, which defines $W(x)$, and then over $x$:
\begin{equation}
E_\lambda=\min_x\left[W(x)+\lambda|x|^2\right].
\end{equation}
The value $W_0=W(0)$ is the energy of the exactly constrained state. Assume that the state follows one branch of local minima, that $W$ is twice continuously differentiable near $x=0$ on this branch, and that $M_{0,I}=\mathbf e_I\cdot\mathbf M_I$ at $x=0$ is positive. With gradient $g$ and symmetric second-derivative matrix $H$ at $x=0$,
\begin{equation}
W(x)=W_0+g\cdot x+\tfrac12x\cdot Hx+o(|x|^2),
\end{equation}
and stationarity in $x$ reads
\begin{equation}
g+Hx+2\lambda x=o(|x|).
\label{eq:stationary}
\end{equation}
For large $\lambda$ the equivalent form $x=-\nabla W(x)/(2\lambda)$ is a contraction near the origin, because $\nabla W$ varies at a bounded rate there. It has one solution in that neighbourhood, and this solution tends to zero:
\begin{equation}
x=-(2\lambda+H)^{-1}g+o(\lambda^{-2})=-\frac{g}{2\lambda}+\frac{Hg}{4\lambda^2}+o(\lambda^{-2}).
\end{equation}
It is a minimum if $2\lambda$ plus the second-derivative matrix of $W$ at the solution is positive definite, which holds for all sufficiently large $\lambda$. Let $g_I$ be the part of $g$ that belongs to atom $I$. Since $\tan\delta_I=|\mathbf M_{I\perp}|/(\mathbf e_I\cdot\mathbf M_I)$, the leading terms for $g_I\neq0$ are
\begin{equation}
\delta_I\simeq\frac{|g_I|}{2\lambda M_{0,I}},\qquad
E_p\simeq\sum_I\frac{|g_I|^2}{4\lambda},\qquad
\mathbf B_I\to g_I .
\label{eq:laws}
\end{equation}
The limiting field is the Lagrange multiplier of the exact constraint: at $x=0$ the change $g\cdot\delta x$ of the energy is cancelled by $-\sum_I\mathbf B_I\cdot\delta\mathbf M_I$. The leading terms are reliable when two conditions are met: $2\lambda$ greatly exceeds the magnitudes of the eigenvalues of $H$, and the predicted deviations $|g_I|/(2\lambda M_{0,I})$ are small enough that the terms of $W$ beyond second order can be dropped.

\subsection{Which energy to report}

To first order in $1/\lambda$, the energy without the penalty is $W(x)\simeq W_0+g\cdot x=W_0-|g|^2/(2\lambda)$. Since $E_p\simeq|g|^2/(4\lambda)$,
\begin{equation}
E_0\simeq W_0-2E_p,\qquad E_\lambda=E_0+E_p\simeq W_0-E_p .
\end{equation}
The state gains energy by yielding to the torque, and half of the gain is stored in the penalty. Adding the penalty energy once more cancels the first-order error. To find what remains, write
\begin{equation}
E_\lambda+E_p=W_0+g\cdot x+\tfrac12x\cdot Hx+2\lambda|x|^2+o(|x|^2).
\end{equation}
The product of \eqref{eq:stationary} with $x$ gives $g\cdot x=-x\cdot Hx-2\lambda|x|^2+o(|x|^2)$. Therefore
\begin{equation}
E_\lambda+E_p=W_0-\tfrac12x\cdot Hx+o(|x|^2)
=W_0-\frac{g\cdot Hg}{8\lambda^2}+o(\lambda^{-2}).
\label{eq:sum}
\end{equation}

\subsection{The field measures the torque}

Turn one target by an angle $\theta$, with $\mathbf e'=d\mathbf e/d\theta$ normal to $\mathbf e$. Because $E_\lambda$ is stationary in the state, its derivative comes from the explicit dependence of the penalty $\lambda[|\mathbf M|^2-(\mathbf e\cdot\mathbf M)^2]$ on $\mathbf e$:
\begin{equation}
\frac{dE_\lambda}{d\theta}=-2\lambda(\mathbf e\cdot\mathbf M)(\mathbf M_\perp\cdot\mathbf e')
=(\mathbf e\cdot\mathbf M)\,\mathbf B\cdot\mathbf e' .
\label{eq:torque}
\end{equation}
This holds at any finite $\lambda$ on a smooth branch. For $\lambda\to\infty$ it becomes $dW_0/d\theta=M_0\,g\cdot\mathbf e'$. With $\mathbf e'$ along the direction of steepest change, $|g|=\tau/M_0$ with $\tau=|dW_0/d\theta|$, and \eqref{eq:laws} reproduces the estimate \eqref{eq:estimate}.

\section{A model with a known constrained state}

Consider two sites with one orbital each, two electrons, hopping $t$ and repulsion $U$, in noncollinear mean field. A fraction $w$ of each orbital lies in its sphere, so a site with spin vector $\mathbf m_i=\langle\boldsymbol\sigma\rangle_i$ has the moment $w\mu_B\mathbf m_i$. This tests the constraint; it is not a PAW calculation of a material. The targets enclose an angle $\varphi$.

With one electron per site, the density matrix of a determinant has diagonal blocks $A_i=(1+\mathbf m_i\cdot\boldsymbol\sigma)/2$ and off-diagonal blocks $C$, $C^\dagger$. The diagonal blocks of $P^2=P$ require
\begin{equation}
CC^\dagger=A_1(1-A_1)=\frac{1-m_1^2}{4},\qquad C^\dagger C=\frac{1-m_2^2}{4}.
\end{equation}
The traces on the left are equal, so $m_1=m_2=m$. With $s=\sqrt{1-m^2}$ one has $C=(s/2)V$, where $V$ is unitary. The off-diagonal block $A_1C+CA_2=C$ then gives $VA_2V^\dagger=1-A_1$. Apart from a phase, $V$ is a spin rotation that carries $\mathbf m_2$ into $-\mathbf m_1$. Its angle $\alpha\le\pi$ is at least $\pi-\varphi$, and $\mathrm{Re\,Tr}\,V\le2\cos(\alpha/2)\le2\sin(\varphi/2)$. The lowest hopping energy, $-ts\,\mathrm{Re\,Tr}\,V$, is thus $-2ts\sin(\varphi/2)$. Each site adds the interaction $U(1-m^2)/4$, so
\begin{equation}
E(s,\varphi)=-2ts\sin\frac{\varphi}{2}+\frac{U s^2}{2}.
\end{equation}
Setting the derivative in $s$ to zero gives $s=(2t/U)\sin(\varphi/2)$, which must be below one for a moment to exist. At $m=0$ the rotation $V$ is free and the lowest energy is $-2t+U/2$. The magnetic state lies below this if $U>2t[1+\cos(\varphi/2)]$, as it does for the values used below. On the magnetic branch
\begin{equation}
W_0=-\frac{2t^2}{U}\sin^2\frac{\varphi}{2},\qquad
\frac{dW_0}{d\varphi}=-\frac{t^2}{U}\sin\varphi,\qquad
|g_I|=\frac{t^2|\sin\varphi|}{UM_0},
\label{eq:model}
\end{equation}
with $M_0=w\mu_Bm$. The torque drives the spins towards antiparallel alignment.

\subsection{The curvature}

For $0<\varphi<\pi$ the two moments deviate symmetrically, each outward by $\delta$ with $\sin\delta=x/(w\mu_Bm)$, where $x$ is now the length of one normal moment. Put $c=\varphi/2$ and expand $\sin(c+\delta)=\sin c\cos\delta+\cos c\sin\delta$ to second order in $x$:
\begin{equation}
E=-2ts\sin c+\frac{Us^2}{2}+a(s)x+\frac{ts\sin c}{w^2\mu_B^2m^2}x^2,\qquad
a(s)=-\frac{2t\cos c}{w\mu_B}\frac{s}{m}.
\end{equation}
The second derivative in $s$ at $x=0$ is $U$, so relaxing $s$ lowers the energy by $(a')^2x^2/(2U)$. From $m=\sqrt{1-s^2}$ follows $d(s/m)/ds=1/m^3$. Inserting $s=(2t/U)\sin c$ gives, to second order,
\begin{equation}
E=W_0-2|g_I|x+hx^2,\qquad
h=\frac{2t^2}{UM_0^2}\left(\sin^2 c-\frac{\cos^2 c}{m^4}\right).
\end{equation}
Adding the penalty $2\lambda x^2$ of both sites and minimizing yields $x=|g_I|/(2\lambda+h)$. The field is therefore
\begin{equation}
B_\lambda=2\lambda x\simeq\frac{|g_I|}{1+h/(2\lambda)} .
\label{eq:finite}
\end{equation}

\section{Comparison}

Take $t=0.5$ eV, $U=4$ eV, $w=0.9$ and $\varphi=120^\circ$. Then
\begin{align}
m&=\sqrt{1-\frac{4(0.5)^2(0.75)}{4^2}}=0.9763,\qquad M_0=0.9\,m\,\mu_B=0.8787\,\mu_B,\\
W_0&=-\frac{2(0.5)^2(0.75)}{4}\ \mathrm{eV}=-93.75\ \mathrm{meV},\\
|g_I|&=\frac{54.13\ \mathrm{meV}}{0.8787\,\mu_B}=61.60\ \mathrm{meV}/\mu_B .
\end{align}
The limiting field corresponds to about $1064$ T, which reflects the exchange torque it must balance. The value also depends on the sphere: by \eqref{eq:model} the field scales as $1/w$, whereas the torque does not depend on $w$. The curvature is $h=0.0769\ \mathrm{eV}/\mu_B^2$. In SI units, $\lambda=10\ \mathrm{eV}/\mu_B^2$ is $1.863\times10^{28}\ \mathrm{J/(A\,m^2)^2}$.

The penalized functional was also minimized numerically over two-electron determinants, without assuming one electron per site or equal moments. The results, with $\lambda$ in $\mathrm{eV}/\mu_B^2$, are
\begin{equation}
\begin{array}{rrrr}
\lambda & \delta\ (\mathrm{deg}) & E_p\ (\mathrm{meV}) & B_\lambda\ (\mathrm{meV}/\mu_B)\\
0.1 & 13.39 & 8.187 & 40.46\\
1 & 1.933 & 1.753 & 59.21\\
10 & 0.2001 & 0.1883 & 61.36\\
100 & 0.0201 & 0.0190 & 61.58
\end{array}
\end{equation}
From $\lambda=10$ to $100$ the angle and the penalty energy fall by factors close to ten, while the field rises by $0.35\%$ of its value at $\lambda=10$. At $\lambda=0.1$ the ratio $h/(2\lambda)$ is $0.38$ and the leading law fails: it predicts $20.1^\circ$ instead of $13.4^\circ$. Equation \eqref{eq:finite} gives $44.5\ \mathrm{meV}/\mu_B$ there, still $10\%$ above the computed field, so terms beyond the curvature matter. At $\lambda=1$ it gives $59.32$, within $0.2\%$.

The energies at $\lambda=1$ show the use of \eqref{eq:sum}. The total energy is $-95.575$ meV and the energy without the penalty is $-97.328$ meV. Adding $E_p$ to the total gives $-93.822$ meV, which differs from $W_0$ by $-0.072$ meV. At $\lambda=10$ this remainder is $-0.00073$ meV, a hundredth of the former, as a $1/\lambda^2$ error should be.

The torque relation was tested at $\lambda=10$: finite differences of the total energy and the field both give $-53.91$ meV/rad. For a chosen tolerance, \eqref{eq:laws} gives $\lambda=|g_I|/(2M_0\delta)$. A deviation of $0.1^\circ$ requires about $20\ \mathrm{eV}/\mu_B^2$, and the minimization at that value finds $0.0998^\circ$. Further values are in the numerical output.

\section{When the laws do not apply}

The penalty is unchanged by $\mathbf e\to-\mathbf e$. Started with the second moment reversed, the minimization at $\lambda=100$ ends with $\mathbf e_2\cdot\mathbf M_2=-0.893\,\mu_B$. Its total plus penalty energy is $-31.25$ meV, the constrained energy for an angle of $60^\circ$. A small $E_p$ therefore does not show that the intended state was found; the sign of $\mathbf e\cdot\mathbf M$ must be checked.

If $g=0$, then $x=0$ is stationary at every $\lambda$, and there is neither a deviation nor a field on that branch. This happens when one atom alone is constrained in a system without spin-orbit coupling or external fields: the whole spin arrangement turns at no cost. The model then gives $-125$ meV, the energy of the antiparallel state, and no field within the numerical tolerance.

A vanishing torque does not guarantee stability. For parallel targets, $\varphi=0$, let the moments open symmetrically by a small $\delta$ each. The angle between them is $2\delta$ and $m\to1$, so by \eqref{eq:model} the energy is
\begin{equation}
-\frac{2t^2}{U}\delta^2+2\lambda w^2\mu_B^2\delta^2
\end{equation}
to second order. The parallel state resists this opening only if $\lambda>t^2/(Uw^2\mu_B^2)$. Below that value the moments leave their targets spontaneously, although the torque at the targets is zero.

Raising $\lambda$ also has a numerical price. The curvature of the functional along the normal moments is $H+2\lambda$, while directions that leave these moments unchanged do not stiffen. Once the penalty supplies the largest curvature of the functional, the minimization thus becomes worse conditioned in proportion to $\lambda$. A moderate $\lambda$ with $E_p$ added to the total energy avoids much of this cost, provided that the remaining angular deviation is acceptable.

\section*{Calculated quantities}
\begin{verbatim}
hopping t = 0.5 eV, repulsion U = 4.0 eV, sphere fraction w = 0.9
target angle phi = 120.0 deg
closed form: spin polarization m = 0.97628
closed form: sphere moment M0 = 0.87865 muB
closed form: constrained energy W = -93.7500 meV
closed form: dW/dphi = -54.1266 meV/rad
closed form: limiting field = 61.6018 meV/muB
limiting field in tesla = 1064.2 T
closed form: curvature H = 0.07688 eV/muB^2
curvature from the lambda = 100 run = 0.07692 eV/muB^2
lambda = 10 eV/muB^2 in SI = 1.8628e+28 J/(A m^2)^2
lambda = 0.1 eV/muB^2:
  deviation per site = 13.39178 deg, leading estimate = 20.08484 deg
  field = 40.4647 meV/muB, B/(1+H/2lambda) = 44.4977 meV/muB
  penalty energy, both sites = 8.18695 meV, leading estimate = 18.97389 meV
  total energy = -106.59881 meV, without penalty = -114.78576 meV
  (total + penalty) - W = -4662 micro-eV
lambda = 1 eV/muB^2:
  deviation per site = 1.93279 deg, leading estimate = 2.00848 deg
  field = 59.2104 meV/muB, B/(1+H/2lambda) = 59.3216 meV/muB
  penalty energy, both sites = 1.75294 meV, leading estimate = 1.89739 meV
  total energy = -95.57488 meV, without penalty = -97.32781 meV
  (total + penalty) - W = -71.94 micro-eV
lambda = 10 eV/muB^2:
  deviation per site = 0.20010 deg, leading estimate = 0.20085 deg
  field = 61.3647 meV/muB, B/(1+H/2lambda) = 61.3659 meV/muB
  penalty energy, both sites = 0.18828 meV, leading estimate = 0.18974 meV
  total energy = -93.93901 meV, without penalty = -94.12729 meV
  (total + penalty) - W = -0.7288 micro-eV
lambda = 100 eV/muB^2:
  deviation per site = 0.02008 deg, leading estimate = 0.02008 deg
  field = 61.5781 meV/muB, B/(1+H/2lambda) = 61.5781 meV/muB
  penalty energy, both sites = 0.01896 meV, leading estimate = 0.01897 meV
  total energy = -93.76897 meV, without penalty = -93.78793 meV
  (total + penalty) - W = -0.007293 micro-eV
lambda = 10: torque from energies = -53.9123 meV/rad
lambda = 10: torque from field    = -53.9123 meV/rad
reversed solution, lambda = 100: M2 along target = -0.89293 muB
reversed solution: total + penalty = -31.2500 meV, closed form = -31.2500 meV
one site constrained: energy = -125.0000 meV, field below 1e-4 meV/muB: True
lambda estimated for 0.1 deg = 20.085 eV/muB^2
deviation found at that lambda = 0.09981 deg
\end{verbatim}
